# Smallest supercells commensurate with a wavevector, built from Hermite normal forms

## The result

Let $\mathbf a_1,\mathbf a_2,\mathbf a_3$ be primitive vectors of a crystal and $\mathbf b_j$ the reciprocal vectors, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Take a wavevector with rational components in lowest terms,

$$\mathbf q=\sum_{j=1}^{3}q_j\mathbf b_j,\qquad q_j=\frac{m_j}{n_j},\qquad \gcd(m_j,n_j)=1,\quad n_j\ge 1,$$

where zero is written $0/1$. The smallest supercell in which a wave of wavevector $\mathbf q$ is periodic contains

$$L=\operatorname{lcm}(n_1,n_2,n_3)$$

primitive cells. The size of every other supercell that fits the wave is a multiple of $L$. A supercell whose vectors are multiples of the individual $\mathbf a_j$, called diagonal, needs $n_1n_2n_3$ cells instead. The saving comes from letting the supercell vectors mix the primitive ones.

## What it means to fit

A supercell has vectors $\mathbf A_i=\sum_j S_{ij}\mathbf a_j$ with an integer matrix $S$, and it holds $|\det S|$ primitive cells. Each row of $S$ is one supercell vector. The wave is periodic in the supercell if $e^{i\mathbf q\cdot\mathbf A_i}=1$ for each $i$. Since

$$\mathbf q\cdot\mathbf A_i=\sum_{j,k}S_{ij}q_k\,\mathbf a_j\cdot\mathbf b_k=2\pi\sum_jS_{ij}q_j ,$$

the condition is that $Sq$ be a vector of integers, where $q$ is the column $(q_1,q_2,q_3)$. Such a supercell is called commensurate with $\mathbf q$.

## A two-dimensional case by hand

Take $q=(1/4,1/2)$. A diagonal cell needs $S_{11}/4$ and $S_{22}/2$ to be integers, so its smallest size is $4\times2=8$.

Now allow one off-diagonal entry:

$$S=\begin{pmatrix}S_{11}&S_{12}\\0&S_{22}\end{pmatrix}.$$

The second row requires $S_{22}/2$ to be an integer, so take $S_{22}=2$. The first row requires

$$\frac{S_{11}}4+\frac{S_{12}}2\in\mathbb Z .$$

The second term can supply any multiple of $1/2$. The first term therefore need not be an integer by itself; a multiple of $1/2$ is enough. This gives $S_{11}=2$, and $S_{12}=1$ completes the sum: $2/4+1/2=1$. The cell with rows $(2,1)$ and $(0,2)$ has size $4=\operatorname{lcm}(4,2)$.

Along $2\mathbf a_1$ the wave advances by half a period, and the extra step $\mathbf a_2$ supplies the other half. The diagonal cell is larger because it asks each direction to complete whole periods alone.

For $q=(1/2,1/3)$ mixing cannot help. A multiple of $1/3$ never compensates a phase of $1/2$, and $\operatorname{lcm}(2,3)=6$ is also the diagonal size. In general $\max_j n_j\le L\le n_1n_2n_3$, and the upper end is reached when the denominators are pairwise coprime.

## Why no smaller cell exists

Suppose $Sq=z$ with $z\in\mathbb Z^3$. The adjugate matrix $\operatorname{adj}S$, made of cofactors, has integer entries and satisfies $\operatorname{adj}(S)\,S=(\det S)\,\mathbb 1$. Multiplying $Sq=z$ by it from the left gives

$$(\det S)\,q=\operatorname{adj}(S)\,z\in\mathbb Z^3 .$$

So $(\det S)\,m_j/n_j$ is an integer for each $j$. Because $m_j$ and $n_j$ share no factor, $n_j$ divides $\det S$. A number divisible by all three $n_j$ is divisible by their least common multiple. Hence $L$ divides $|\det S|$.

## The Hermite normal form

Different matrices can describe the same supercell lattice. Adding an integer multiple of one row to another, exchanging rows, or changing the sign of a row replaces $S$ by $US$, where $U$ is an integer matrix with $\det U=\pm1$. The inverse of $U$ is also an integer matrix, so both sets of vectors generate the same lattice.

Euclid's algorithm, applied to the first column with these operations, leaves one nonzero entry there, which is moved to the top. The same treatment of the second column in the lower two rows makes the matrix upper triangular. Signs are chosen to make the diagonal positive, and multiples of lower rows are subtracted from higher ones until

$$S=\begin{pmatrix}S_{11}&S_{12}&S_{13}\\0&S_{22}&S_{23}\\0&0&S_{33}\end{pmatrix},\qquad 0\le S_{12}<S_{22},\quad 0\le S_{13},S_{23}<S_{33}.$$

This is the row Hermite normal form. Each lattice has one. Indeed, $S_{33}$ is the smallest positive $z$ for which $(0,0,z)$ is in the lattice, $S_{22}$ the smallest positive second entry among lattice vectors that start with $0$, and $S_{11}$ the smallest positive first entry. Two candidates for the second row would differ by $(0,0,d)$ with $|d|<S_{33}$, which forces $d=0$. Two candidates for the first row differ by $(0,d_2,d_3)$ with $|d_2|<S_{22}$; this forces $d_2=0$, and then $d_3=0$.

For given diagonal entries there are $S_{22}$ choices of $S_{12}$ and $S_{33}$ choices each of $S_{13}$ and $S_{23}$. The number of supercell lattices of size $N$ is therefore

$$a(N)=\sum_{S_{11}S_{22}S_{33}=N}S_{22}S_{33}^2 .$$

## The construction in three dimensions

The rows are found from the bottom upwards, as in the two-dimensional case. One fact is used repeatedly: if $c$ and $M$ are coprime, the congruence $cx\equiv d\pmod M$ has one solution with $0\le x<M$. For $M=1$ that solution is $x=0$.

**Third row.** $S_{33}m_3/n_3$ must be an integer, so $S_{33}=n_3$.

**Second row.** The condition is $S_{22}q_2+S_{23}q_3\in\mathbb Z$. Multiplied by $n_3$ it reads

$$\frac{n_3m_2S_{22}}{n_2}+S_{23}m_3\equiv0\pmod{n_3}.$$

The first term must be an integer. With $g=\gcd(n_2,n_3)$ it equals

$$\frac{(n_3/g)\,m_2\,S_{22}}{n_2/g}.$$

The denominator $n_2/g$ is coprime to $n_3/g$, because $g$ is the greatest common divisor, and coprime to $m_2$, because the fraction $m_2/n_2$ is reduced. It must therefore divide $S_{22}$. The smallest choice, and the equation it leaves, are

$$S_{22}=\frac{n_2}{g},\qquad S_{23}\,m_3\equiv-\frac{n_3}{g}\,m_2\pmod{n_3}.$$

This can be solved since $m_3$ and $n_3$ are coprime.

**First row.** The condition is $S_{11}q_1+S_{12}q_2+S_{13}q_3\in\mathbb Z$. Let $L_{23}=\operatorname{lcm}(n_2,n_3)$ and $g_1=\gcd(n_1,L_{23})$. The last two terms are multiples of $1/L_{23}$, so $L_{23}S_{11}m_1/n_1$ must be an integer. By the same argument as before, $n_1/g_1$ divides $S_{11}$. Take

$$S_{11}=\frac{n_1}{g_1},\qquad\text{so that}\qquad S_{11}q_1=\frac{m_1}{g_1}.$$

Multiply the row condition by $n_3$:

$$\underbrace{\frac{n_3m_1}{g_1}+\frac{n_3m_2}{n_2}S_{12}}_{t}+S_{13}m_3\equiv0\pmod{n_3}.$$

First $S_{12}$ is chosen to make $t$ an integer. Multiply $t$ by $S_{22}=n_2/g$ and use $n_3S_{22}=n_2n_3/g=L_{23}$. Then $t$ is an integer if

$$\frac{n_3}{g}\,m_2\,S_{12}\equiv-\frac{L_{23}}{g_1}\,m_1\pmod{S_{22}} .$$

Here $L_{23}/g_1$ is an integer, and the coefficient of $S_{12}$ was shown above to be coprime to $S_{22}$, so a solution exists. With $t=n_3(S_{11}q_1+S_{12}q_2)$ now an integer, the last entry follows from

$$S_{13}\,m_3\equiv-t\pmod{n_3}.$$

**Size.** For a triangular matrix the determinant is the product of the diagonal. Using $\operatorname{lcm}(a,b)=ab/\gcd(a,b)$ twice,

$$\det S=\frac{n_1}{g_1}\cdot\frac{n_2}{g}\cdot n_3=\frac{n_1L_{23}}{\gcd(n_1,L_{23})}=\operatorname{lcm}(n_1,L_{23})=L .$$

The lower bound is reached, which proves the result.

## The smallest supercell lattice is unique

Let $\Lambda$ be the set of all $x\in\mathbb Z^3$ with $x\cdot q\in\mathbb Z$, where $x\cdot q=\sum_jx_jq_j$. A supercell is commensurate when its vectors lie in $\Lambda$. The set $\Lambda$ is itself a lattice, and it contains the lattice just constructed, so its cell size divides $L$. It is also commensurate with $\mathbf q$, so its cell size is a multiple of $L$. The size is therefore $L$, and the constructed lattice is $\Lambda$.

Commensurate lattices of size $kL$ are the sublattices of $\Lambda$ with index $k$. Their number is $a(k)$, since $\Lambda$ has a basis of three vectors just as $\mathbb Z^3$ has.

## A worked wavevector

Let $q=(1/4,\,5/6,\,2/3)$. The construction gives, in order:

- $S_{33}=3$.
- $g=\gcd(6,3)=3$, so $S_{22}=6/3=2$. The congruence $2S_{23}\equiv-5\equiv1\pmod3$ gives $S_{23}=2$.
- $L_{23}=6$ and $g_1=\gcd(4,6)=2$, so $S_{11}=4/2=2$. The congruence $5S_{12}\equiv-3\pmod2$ gives $S_{12}=1$.
- $t=3(2/4+5/6)=4$, and $2S_{13}\equiv-4\equiv2\pmod3$ gives $S_{13}=1$.

Thus

$$S=\begin{pmatrix}2&1&1\\0&2&2\\0&0&3\end{pmatrix},\qquad
Sq=\begin{pmatrix}\tfrac12+\tfrac56+\tfrac23\\[2pt]\tfrac53+\tfrac43\\[2pt]2\end{pmatrix}=\begin{pmatrix}2\\3\\2\end{pmatrix}.$$

The size is $12=\operatorname{lcm}(4,6,3)$, against $4\cdot6\cdot3=72$ for the diagonal cell.

Listing all Hermite forms and computing $Sq$ for each shows how selective the condition is. None of the 870 forms of sizes 1 to 11 fits this wavevector, and one of the 455 forms of size 12 does. Of the 2015 forms of size 24, seven fit. This is $a(2)$: the diagonals $(2,1,1)$, $(1,2,1)$ and $(1,1,2)$ contribute $1+2+4=7$.

## Shortening the vectors

The Hermite form is convenient for algebra but may give a skewed cell. Row operations repair this without changing the lattice. Replace a row by itself plus $c$ times one of the other two rows and $d$ times the other, with $c,d\in\{-1,0,1\}$, whenever the vector becomes shorter, treating each row in turn until nothing improves.

For an fcc lattice with cubic constant $a=0.4$ nm and primitive vectors $\tfrac a2(0,1,1)$, $\tfrac a2(1,0,1)$, $\tfrac a2(1,1,0)$, the squared length of the vector $x$ is

$$\frac{a^2}{4}\left[(x_2+x_3)^2+(x_1+x_3)^2+(x_1+x_2)^2\right].$$

The rows of $S$ have lengths 0.938, 0.980 and 0.849 nm. Subtracting the second row from the first, and the third from the second, gives

$$(2,-1,-1),\qquad(0,2,-1),\qquad(0,0,3),$$

with lengths 0.490, 0.490 and 0.849 nm. The first follows from $\tfrac a2\sqrt{1+1+4}$, up to the order of the terms. The cell still holds 12 primitive cells.

The short vectors show that periodic images are only 0.49 nm apart in two directions. This was already so for the Hermite form, which describes the same lattice. A small commensurate cell is suited to a periodic wave; it does not isolate a defect from its images.

## Which wavevectors share the cell

A supercell admits every wavevector $p$ for which $Sp=z$ is an integer vector, so $p=S^{-1}z$. Two such $p$ are equivalent if they differ by an integer vector $w$, that is, if their $z$ differ by $Sw$. The number of inequivalent ones is the index of $S\mathbb Z^3$ in $\mathbb Z^3$, which is $|\det S|$.

For the smallest cell this number is $L$, and the wavevectors can be named. The vector $kq$ is an integer vector if each $n_j$ divides $k$, and not otherwise; the first positive such $k$ is $L$. Hence $0,q,2q,\dots,(L-1)q$ are inequivalent, they all fit, and there are $L$ of them. The cell contains the multiples of $\mathbf q$ and nothing else.

## Phonons from the small cell

Let $\Phi(0\kappa;x\kappa')$ be the $3\times3$ matrix of second derivatives of the crystal energy with respect to displacements of atom $\kappa$ in cell $0$ and atom $\kappa'$ in cell $x$. With masses $m_\kappa$ (an atom label here, not a numerator), harmonic waves with phase $e^{2\pi iq\cdot x}$ have squared angular frequencies equal to the eigenvalues of

$$D_{\kappa\kappa'}(q)=\frac1{\sqrt{m_\kappa m_{\kappa'}}}\sum_{x\in\mathbb Z^3}\Phi(0\kappa;x\kappa')\,e^{2\pi iq\cdot x}.$$

In a supercell, displacing one atom displaces all its images. The force constants obtained there are

$$\Phi^S(0\kappa;p\kappa')=\sum_{T\in\Lambda}\Phi(0\kappa;(p+T)\kappa'),$$

where $p$ runs over $L$ representative cells. Each $x$ is $p+T$ for one pair $(p,T)$, and $e^{2\pi iq\cdot T}=1$ for $T\in\Lambda$. Therefore

$$\sum_x\Phi(0\kappa;x\kappa')e^{2\pi iq\cdot x}=\sum_p e^{2\pi iq\cdot p}\sum_{T\in\Lambda}\Phi(0\kappa;(p+T)\kappa')=\sum_p\Phi^S(0\kappa;p\kappa')\,e^{2\pi iq\cdot p}.$$

The small cell gives $D(q)$ without truncating the range of the forces: the images add up, but they add with equal phases. The derivation assumes that the sums converge absolutely and that the supercell and the crystal are described by the same energy function. In an electronic-structure calculation the second assumption requires electronic $k$-point sets that are equivalent or converged. In polar insulators the dipole force constants decay only as the inverse cube of the distance, so the sums do not converge absolutely and the rearrangement above is not justified as written. If the dipole part is summed by Ewald's method, the supercell omits only its zero-wavevector term. The identity then still holds for a commensurate $q$ that is not an integer vector. At $q=0$ the supercell misses the direction-dependent term that splits longitudinal from transverse optical modes.

**Numbers for a model.** Put two atoms in each fcc primitive cell, at the origin and at $\tfrac a4(1,1,1)$, with masses $2\times10^{-26}$ and $4\times10^{-26}$ kg. Join first neighbours by central springs of 100 N/m and second neighbours by springs of 10 N/m, all unstretched at rest. The 12-cell supercell has 24 atoms and 72 modes.

Second neighbours lie on the same sublattice, at the cells $\pm e_j$ and $e_i-e_j$, where $e_j$ are unit vectors of $\mathbb Z^3$. Two cells are images of each other if their values of $12\,q\cdot x=3x_1+10x_2+8x_3$ agree modulo 12. The six cells $\pm e_j$ give $3,9,10,2,8,4$; the six differences give $5,7,7,5,2,10$. The 12 neighbours thus fold onto 8 distinct atoms, and the supercell forces do mix different springs.

Moving each atom by $\pm10^{-14}$ m and taking central differences of the forces gives $\Phi^S$. The resulting frequencies $\omega/2\pi$ at $q$ are

$$5.24,\quad6.52,\quad10.57,\quad15.90,\quad16.97,\quad17.66\ \text{THz}.$$

The infinite-lattice sum with analytic force constants gives the same values to these digits. The largest difference between elements of the two matrices $D(q)$ is $1.7\times10^{-9}$ of the largest element. A central difference has an error of order $(h/d)^2$, with step $h$ and bond length $d=\sqrt3a/4=0.173$ nm; this is about $3\times10^{-9}$, the same order.

**A wavevector that does not fit.** For $q'=(1/5,0,0)$ the first entry of $Sq'$ is $2/5$. The phases of images now differ, and the formula with $\Phi^S$ loses its justification. With representatives $0\le p_j<S_{jj}$, its largest error is 0.305 of the largest element of the true $D(q')$. In one random trial, each representative, the home cell $p=0$ included, is replaced by an image displaced by a supercell vector. This changes the matrix by 2.0 on the same scale. Most of that change is the phase given to the home cell's own force constants, but the result also varies when the home cell stays in place and only the other representatives move. The answer depends on an arbitrary labelling, so the cell does not determine $D(q')$ by this sum.

## Sampling a whole grid

On an $N\times N\times N$ grid that includes $q=0$, each reduced denominator divides $N$, and so does $L$. Each point needs a cell of at most $N$ primitive cells, whereas one cell that fits all points needs $N^3$. The least common multiple applies to one wavevector at a time: $(1/2,0,0)$ and $(0,1/2,0)$ each fit a cell of size 2, but together they require even $S_{i1}$ and even $S_{i2}$ in each row, hence size 4.

For $N=4$ there are 64 points. Eight of them have components $0$ or $1/2$ only; the other 56 have $L=4$. A cell of size 4 holds $0,q,2q,3q$, of which $q$ and $3q$ have $L=4$. So $56/2=28$ cells of size 4 are needed for these points. They also cover the remaining eight, since each nonzero one is twice a point with components $0$ or $1/4$.

Each cell requires displacements of the atoms of one primitive cell, as does the 64-cell supercell. If a force calculation costs (size)$^r$, the ratio of total costs is $28\cdot4^r/64^r$:

- $r=1$: 1.75, so the small cells cost more;
- $r=2$: 0.109;
- $r=3$: 0.0068.

Cubic scaling at a fixed number of electronic $k$-points corresponds to $r=3$. If the number of $k$-points falls inversely with cell size, the same method has $r=2$. Crystal symmetry, not used here, can make several of the 28 cells equivalent.

## Conditions on the input

The fractions must be reduced. Reading $(2/4,0,0)$ literally suggests size 4, while $(1/2,0,0)$ needs 2. Rounding is costly as well: $0.33=33/100$ needs 100 cells and $1/3$ needs 3. If a component is irrational, no finite supercell fits, because $(\det S)\,q$ could not be an integer vector.

The components must also refer to the primitive reciprocal basis. The fcc zone-boundary point $\tfrac{2\pi}a(1,0,0)$ has integer components in the reciprocal basis of the cubic cell, which holds four primitive cells. Its primitive components are $q_j=\mathbf q\cdot\mathbf a_j/2\pi=(0,\tfrac12,\tfrac12)$, so $L=2$. The construction gives the rows $(1,0,0)$, $(0,1,1)$ and $(0,0,2)$, half the size of the cubic cell.
